\section*{Longitudinal Resonances of a Free-Standing Multilayer by Acoustic Transfer Matrices}

\section{Definitions and conventions}

A stack of flat layers is free on both faces and moves along its normal $z$. Layer $j$ has thickness $d_j$, density $\rho_j$ and longitudinal sound speed $v_j$. The displacement $u(z)e^{-i\omega t}$ is uniform in the plane. The layers are linear, lossless and perfectly bonded, and each lets a longitudinal wave travel along $z$ without turning into shear.

The normal stress is $\sigma=C\,u'$, where the prime means $d/dz$ and $C=\rho v^2$ is the longitudinal modulus. The acoustic impedance is $Z=\rho v$. Frequencies are $f=\omega/2\pi$. The problem is mechanical, so no electrical units enter. With lengths in nm, times in ps and densities in g/cm$^3$, speeds come out in km/s, stresses in GPa and impedances in MRayl ($10^6$ kg\,m$^{-2}$s$^{-1}$).

Newton's law for a thin slice, $\rho\,\partial_t^2u=\partial_z\sigma$, and the definition of stress give
\begin{equation}
u'=\sigma/C,\qquad \sigma'=-\rho\omega^2u .
\label{ode}
\end{equation}
At a bonded interface $u$ is continuous because the layers do not separate. The stress is continuous because a slice of vanishing mass cannot carry a net force. The pair $(u,\sigma)$ therefore passes through interfaces unchanged. At a free face $\sigma=0$.

\section{One layer: the uniform membrane}

Inside one layer, (\ref{ode}) gives $u''=-(\omega/v)^2u$. Let $x$ be the distance from the lower face, where the state is $(u_0,\sigma_0)$. The solution with $u(0)=u_0$ and $Cu'(0)=\sigma_0$ is
\begin{equation}
u=u_0\cos\frac{\omega x}{v}+\frac{\sigma_0}{\omega Z}\sin\frac{\omega x}{v},
\end{equation}
since $C\omega/v=\rho v\omega=\omega Z$. Differentiating and multiplying by $C$,
\begin{equation}
\sigma=-\omega Z u_0\sin\frac{\omega x}{v}+\sigma_0\cos\frac{\omega x}{v}.
\end{equation}
At $x=d$, with $\varphi=\omega d/v$, these two lines form the layer matrix
\begin{equation}
\begin{pmatrix}u\\ \sigma\end{pmatrix}_{d}
=M\begin{pmatrix}u\\ \sigma\end{pmatrix}_{0},\quad
M=\begin{pmatrix}\cos\varphi&\dfrac{\sin\varphi}{\omega Z}\\[2mm]
-\omega Z\sin\varphi&\cos\varphi\end{pmatrix}.
\label{layer}
\end{equation}
Its determinant is $\cos^2\varphi+\sin^2\varphi=1$.

For a free membrane $\sigma_0=0$, so the upper face has $\sigma=M_{21}u_0$. Here $u_0\neq0$, because a vanishing initial state would vanish everywhere. The upper face is free when $M_{21}=-\omega Z\sin(\omega d/v)=0$. For $\omega>0$ this means $\omega d/v=n\pi$, or
\begin{equation}
f_n=\frac{n v}{2d},\qquad n=1,2,\ldots
\label{uniform}
\end{equation}
The lowest period $2d/v$ is one round trip of sound. At $\omega=0$ the membrane translates rigidly; this is not a vibration. A silicon membrane with $d=300$ nm and $v=8.43$ km/s has $f_1=8.43/600$ THz $=14.05$ GHz, and its overtones lie at 28.10, 42.15 GHz and so on.

\section{Two layers by hand}

Let layer 1 lie below layer 2. The state crosses layer 1 first, so the total matrix is $M^{(2)}M^{(1)}$. Its lower-left element is
\begin{align}
M_{21}&=M^{(2)}_{21}M^{(1)}_{11}+M^{(2)}_{22}M^{(1)}_{21}\nonumber\\
&=-\omega\left(Z_2\sin\varphi_2\cos\varphi_1+Z_1\cos\varphi_2\sin\varphi_1\right).
\label{two}
\end{align}
If $Z_1=Z_2$, the bracket is $Z_1\sin(\varphi_1+\varphi_2)$. For two slices of one material this returns (\ref{uniform}) with the total thickness: an imaginary cut changes nothing.

Now choose $Z_1=4Z_2$, and let sound take twice as long to cross layer 1 as layer 2, so that $\varphi_1=2\varphi$ and $\varphi_2=\varphi$. With $\sin2\varphi=2\sin\varphi\cos\varphi$ and $\cos2\varphi=2\cos^2\varphi-1$, the bracket becomes
\begin{align}
&Z_2\sin\varphi\,(2\cos^2\varphi-1)+4Z_2\cos\varphi\,(2\sin\varphi\cos\varphi)\nonumber\\
&\qquad=Z_2\sin\varphi\,(10\cos^2\varphi-1).
\end{align}
The roots are $\sin\varphi=0$ and $\cos\varphi=\pm1/\sqrt{10}$. The latter means $\tan\varphi=\pm3$, because $\tan^2\varphi=1/\cos^2\varphi-1=9$. The first three resonances are
\begin{equation}
\varphi=\arctan3,\qquad \pi-\arctan3,\qquad \pi .
\end{equation}
Equal impedances would have given $3\varphi=n\pi$, hence $\pi/3,\,2\pi/3,\,\pi$. Since $\tan(\pi/3)=\sqrt3<3$, the contrast raises the first mode and lowers the second by the same amount. The third is unmoved. A multilayer thus need not have equally spaced resonances.

Unequal impedances do not by themselves spoil the spacing. If the two travel times are equal, $\varphi_1=\varphi_2=\varphi$, and (\ref{two}) is $-\omega(Z_1+Z_2)\sin\varphi\cos\varphi$. Its zeros are $2\varphi=n\pi$, equally spaced for any contrast.

\section{A phase that numbers the modes}

A computer could look for sign changes of $M_{21}$ on a frequency grid, but two roots between neighbouring grid points leave the sign unchanged. A continuous phase removes this danger. In each layer write
\begin{equation}
u=A\cos\theta,\qquad \sigma=-\omega ZA\sin\theta,\qquad A>0.
\label{phase}
\end{equation}
Substitution in (\ref{ode}) with constant $A$ gives $\theta'=\omega/v$ from both equations. A layer therefore adds $\omega d/v$ to $\theta$ and leaves $A$ unchanged.

At an interface, continuity requires $A_L\cos\theta_L=A_R\cos\theta_R$ and $Z_LA_L\sin\theta_L=Z_RA_R\sin\theta_R$, where $L$ is the layer being left and $R$ the layer being entered. Dividing the second by the first,
\begin{equation}
\tan\theta_R=\frac{Z_L}{Z_R}\tan\theta_L .
\label{jump}
\end{equation}
Sine and cosine keep their signs, so $\theta_R$ is taken in the same quadrant as $\theta_L$. Multiples of $\pi/2$ stay where they are.

The hand example shows the rule at work. For the first root, layer 1 brings the phase from $0$ to $2\arctan3$, which lies between $\pi/2$ and $\pi$. Its tangent is $2\cdot3/(1-9)=-3/4$. The interface multiplies this by 4, giving $-3$, so the phase becomes $\pi-\arctan3$. Layer 2 adds $\arctan3$, and the final phase is $\pi$. For the second root, layer 1 gives $2\pi-2\arctan3$, between $\pi$ and $3\pi/2$, with tangent $3/4$. The interface makes this 3, the phase becomes $\pi+\arctan3$, and layer 2 brings it to $2\pi$. The final phase has numbered the modes.

\section{The general method}

For $N$ layers, the total matrix is
\begin{equation}
M(\omega)=M^{(N)}\cdots M^{(2)}M^{(1)},\qquad M_{21}(\omega)=0 .
\end{equation}
At low frequency each layer has $M^{(j)}_{21}\approx-\omega^2\rho_jd_j$, while its diagonal elements tend to 1. To order $\omega^2$ the masses add: $M_{21}\approx-\omega^2\sum_j\rho_jd_j$. This double zero is the rigid translation and is set aside.

Start the phase at $\theta=0$, where the lower face is free, and call its value at the upper face $\Theta(\omega)$. The stress there is $-\omega Z_NA_N\sin\Theta$, with $A_N>0$. For $\omega>0$ the resonance condition is therefore
\begin{equation}
\Theta(\omega_n)=n\pi,\qquad n=1,2,\ldots
\label{cond}
\end{equation}
Each layer adds a phase that grows with $\omega$. Each interface map (\ref{jump}) is continuous, increasing and independent of $\omega$. Their composition $\Theta$ is thus continuous and strictly increasing. It starts at zero and grows without limit, so (\ref{cond}) has one root for each $n$, and no mode can be lost.

The same phase counts nodes. A zero of $u$ is a passage of $\theta$ through an odd multiple of $\pi/2$. The phase increases through the layers, and interfaces cannot carry it across such a value. Between $0$ and $n\pi$ there are $n$ odd multiples of $\pi/2$, so mode $n$ has $n$ displacement nodes.

A safe bracket for the root follows from the size of the interface steps. Put $a=Z_L/Z_R$, $x=\tan\theta_L$ and $\delta=\theta_R-\theta_L$. The tangent of a difference gives
\begin{equation}
\tan\delta=\frac{(a-1)x}{1+ax^2},\qquad
|\tan\delta|\le\frac{|a-1|}{2\sqrt a},
\end{equation}
because $1+ax^2\ge2\sqrt a\,|x|$. Since $1+(a-1)^2/4a=(a+1)^2/4a$, an angle with the limiting tangent has sine $|a-1|/(a+1)$. Hence $|\delta|\le\arcsin|r|$, where $r=(Z_L-Z_R)/(Z_L+Z_R)$. With the one-way travel time $T=\sum_jd_j/v_j$, the final phase is $\Theta=\omega T+\sum\delta$, and at a resonance
\begin{equation}
|\omega_nT-n\pi|\le\sum_{\rm interfaces}\arcsin|r| .
\label{bound}
\end{equation}
In the hand example $|r|=3/5$, so the limit is $\arcsin(3/5)=\arctan(3/4)$. The first mode has $3\arctan3-\pi=\arctan(9/13)$, by the triple-angle formula $(9-27)/(1-27)=9/13$. This is below the limit but close to it.

The algorithm is then:
\begin{enumerate}
\item Compute $T$ and the right side of (\ref{bound}). They bracket $\omega_n$; replace a negative lower end by zero.
\item At a trial $\omega$, carry $\theta$ through the stack by adding $\omega d_j/v_j$ and applying (\ref{jump}) at each interface.
\item Solve $\Theta(\omega)=n\pi$ by bisection or another bracketing method.
\item Multiply the layer matrices at $\omega_n$ to obtain the mode shape. The stress at the upper face should vanish to rounding error.
\end{enumerate}

A stack with a soft middle shows what the phase gains. Join two 300 nm silicon plates by a 30 nm layer with $\rho=1.1$ g/cm$^3$ and $v=2.4$ km/s. Counting by $\Theta$ gives eight modes below 45 GHz. A scan of $M_{21}$ from 1 to 45 GHz in steps of 4 GHz finds two sign changes. The step is smaller than the mean mode spacing $1/(2T)$, about 6 GHz, yet most modes are missed, since an interval holding an even number of roots shows no change.

\section{How a layer thickness moves a frequency}

Film metrology needs the change of $f_n$ with $d_j$. Multiply $\sigma'=-\rho\omega^2u$ by $u$ and integrate over the stack. The boundary term $\sigma u$ vanishes at the free faces and is continuous at interfaces, so
\begin{equation}
\omega^2=\frac KQ,\qquad K=\int C u'^2dz,\qquad Q=\int\rho u^2dz .
\end{equation}
This quotient is stationary. A small continuous change $\eta$ of $u$ alters it by
\begin{equation}
\frac2Q\int\left(\sigma\eta'-\rho\omega^2u\eta\right)dz
=-\frac2Q\int\left(\sigma'+\rho\omega^2u\right)\eta\,dz=0 .
\end{equation}
To first order, the old mode shape may therefore be used in the altered stack. Stretch layer $j$ by a factor $1+\varepsilon$, carrying $u$ along. Its part $K_j$ is divided by $1+\varepsilon$, because $u'^2$ falls as the square and the length grows. Its part $Q_j$ is multiplied by $1+\varepsilon$. Thus
\begin{equation}
\frac{\delta\omega}{\omega}
=-\frac{\varepsilon}{2}\left(\frac{K_j}{K}+\frac{Q_j}{Q}\right)
=-\varepsilon\,\frac{K_j+\omega^2Q_j}{K+\omega^2Q},
\label{stretch}
\end{equation}
where $K=\omega^2Q$ was used. From (\ref{phase}), $\sigma^2/C=\rho\omega^2A^2\sin^2\theta$, so $K_j+\omega^2Q_j=\rho_j\omega^2A_j^2d_j$. The last ratio in (\ref{stretch}) is the fraction $F_j$ of the vibration energy in layer $j$. With $\varepsilon=\delta d_j/d_j$,
\begin{equation}
\frac{\partial\ln f}{\partial d_j}=-\frac{F_j}{d_j},\qquad
F_j=\frac{\rho_jA_j^2d_j}{\sum_i\rho_iA_i^2d_i}.
\label{sens}
\end{equation}
Thickening any layer lowers every mode. For a uniform membrane $F=1$, and the slope $-1/d$ agrees with (\ref{uniform}).

Two limits describe a film of density $\rho_f$, speed $v_f$ and thickness $d_f$ on a membrane $(\rho,v,d)$. A very thin film sits where $\sigma\approx0$ and moves with the membrane's full amplitude, so (\ref{sens}) gives the mass-loading rule
\begin{equation}
\frac{\delta f}{f}\approx-\frac{\rho_fd_f}{\rho d}.
\label{mass}
\end{equation}
Its conditions follow from (\ref{two}), written as $\tan(\omega d/v)=-(Z_f/Z)\tan(\omega d_f/v_f)$. The film must be thin against the wavelength, and $n\pi\rho_fd_f/(\rho d)$ must be small, which is harder to meet for higher modes. If the film is much heavier than the membrane but still thin against the wavelength in the film, the right side is very large, the coated face hardly moves, and $\cos(\omega d/v)\to0$. The lowest frequency then tends to $v/(4d)$, half that of the free membrane. Both conditions can hold together only if $Z_f\gg Z$. Tungsten on silicon, with $Z_f/Z\approx5$, does not reach this limit. On 300 nm of silicon, $f_1$ is 8.4, 7.6 and 5.8 GHz for films 1.5, 3 and 10 times the membrane's mass, so it passes through $v/(4d)=7.0$ GHz instead of settling there.

\section{A coated silicon membrane}

Take 30 nm of tungsten, 300 nm of silicon along [001] and 20 nm of aluminium, in that order. Rough bulk-like constants are $\rho=19.3$, 2.33 and 2.70 g/cm$^3$, and $v=5.20$, 8.43 and 6.40 km/s. The impedances are 100.36, 19.64 and 17.28 MRayl. The travel time is $T=30/5.20+300/8.43+20/6.40=44.48$ ps. The interfaces have $|r|=80.72/120.00$ and $2.36/36.92$, and their arcsines add up to 0.802 rad. Solving (\ref{cond}) numerically gives, in GHz:
\begin{center}
\begin{tabular}{cccc}
$n$ & stack & bare Si & $n/(2T)$\\
1 & 8.75 & 14.05 & 11.24\\
2 & 20.42 & 28.10 & 22.48\\
3 & 32.86 & 42.15 & 33.72\\
4 & 45.41 & 56.20 & 44.96\\
5 & 57.86 & 70.25 & 56.20\\
6 & 70.01 & 84.30 & 67.44
\end{tabular}
\end{center}

The first mode can be followed by hand. At 8.751 GHz, $\omega=0.05498$ rad/ps. Tungsten gives $\theta=0.317$. The interface multiplies the tangent by $100.36/19.64=5.11$, so $\theta=1.033$. Silicon adds 1.957, making 2.990. The aluminium interface changes this to 2.970, and aluminium adds 0.172. The sum, 3.142, is $\pi$ to the digits kept.

The stack is not harmonic: twice its first frequency is 17.50 GHz, while the second mode lies at 20.42 GHz. Modes 1 to 3 fall below $n/(2T)$ and modes 4 to 6 above it. The tungsten interface explains the change. With $Z_L>Z_R$ it advances the phase while $\theta$ in tungsten is below $\pi/2$, so less frequency is needed to reach $n\pi$. Between $\pi/2$ and $\pi$ it retards the phase. The change occurs at $f=v/(4d)=5.20/120$ THz, or 43.3 GHz, between modes 3 and 4. The weak aluminium interface can shift the phase by at most 0.064 rad. Only in mode 4 is this comparable with the tungsten shift. There the tungsten and aluminium interfaces retard the phase by 0.060 and 0.063 rad, so they act together and the sign stands.

In mode 1, tungsten holds 18.2\% of the energy, silicon 75.9\% and aluminium 5.9\%. By (\ref{sens}) the slope for tungsten is $-0.1825/30$ per nm, or $-0.61\%$ per nm, which is $-0.053$ GHz/nm. If the other layers are known and the measured $f_1$ is 8.904 GHz, this slope suggests a film thinner by $0.153/0.0532=2.9$ nm, hence 27.1 nm. Solving the full condition for the thickness gives 27.3 nm. The difference is the curvature that a linear estimate omits.

Mass loading fails for this film. On bare silicon, (\ref{mass}) predicts a shift of $-579/699=-83\%$, while the transfer-matrix result is $-34\%$. The film's mass is comparable with the membrane's, outside the rule's conditions.

\section{Beside a real membrane}

Picosecond ultrasonics excites such modes with a short laser pulse and follows them with a delayed one. Silicon membranes a few hundred nm thick and metal films of tens of nm belong to this regime. Real films depart from bulk density and perfect bonding. The following shifts of $f_1$ come from solving the altered stack, with all other inputs fixed and rough values assumed.

Tungsten 5\% less dense at the same modulus raises $f_1$ by 0.91\%. Read as thickness, this is a film 1.5 nm too thin, also 5\%. The mode thus measures mainly mass per area, and a thickness needs an independent density. An added 1.5 nm of oxide ($\rho=2.2$ g/cm$^3$, $v=5.9$ km/s) on each silicon face lowers $f_1$ by 1.06\%, like 1.7 nm of extra tungsten. A compliant tungsten--silicon bond acts as a massless spring. With a stiffness of 50 GPa/nm it lowers $f_1$ by 0.62\%, like 1.0 nm of tungsten; with 500 GPa/nm the shift is 0.06\%. The silicon matters too, since it holds most of the energy: a membrane 1\% thicker lowers $f_1$ by 0.75\%, like 1.2 nm of extra tungsten, and a silicon sound speed 1\% lower has the effect of 1.6 nm. One frequency cannot separate these causes.

The remaining effects considered here are smaller than those of the density, the oxide, the weaker bond and the silicon errors assumed above. Heating by 20 K, at an assumed $-4\times10^{-5}$ per K, gives $-0.08\%$. A laser spot of radius $R=5\ \mu$m brings in-plane wavenumbers near $1/R$ and a relative shift of order $\frac12(v/\omega R)^2=5\times10^{-4}$ in silicon. This is only a scale. The sign and coefficient depend on the mode, and the coefficient can be large near a shear resonance of the plate. With bulk-like shear constants, mode 1 of this stack shifts by about $-1\times10^{-4}$ at wavenumber $1/R$. Internal damping with an assumed quality factor of 300 hardly moves the line but makes it $8751/300=29$ MHz wide, equivalent to about half a nanometre of tungsten. For this example, then, the knowledge of density, oxide, bonding and the other layers limits the inferred thickness far more than the arithmetic of the transfer matrices.
